# Why only singlet T2 absorbs in the t1-to-e excitation of TiCl4: verification in Python

```python
"""
Result under test: in tetrahedral closed-shell TiCl4 the excitation t1 -> e gives
singlet and triplet T1 and T2 states, and only singlet T2 is electric-dipole allowed
when spin-orbit and vibronic coupling are absent.
Symbols: t1 partners x, y, z transform as rotations; e partners are
theta ~ 2z^2-x^2-y^2 and eps ~ sqrt(3)(x^2-y^2); d = <t1z|z|eps>;
J = (ii|aa)-type attraction, K = (ia|ia)-type exchange, f = oscillator strength.
Internal units are Hartree atomic units.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from pyscf import gto, dft, lib, tdscf
from pyscf.data import elements

lib.num_threads(1)
EV = sc.physical_constants['Hartree energy in eV'][0]
EH = sc.physical_constants['Hartree energy'][0]
A0 = sc.physical_constants['Bohr radius'][0]
ALPHA = sc.fine_structure


def to_nm(energy):
    return sc.h * sc.c / (energy * EH) * 1e9


# ---------- group theory from explicit matrices ----------
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            R = np.zeros((3, 3))
            R[list(perm), range(3)] = signs
            group.append(R)
assert len(group) == 24
quadratic = [np.diag([-1., -1., 2.]) / np.sqrt(6), np.diag([1., -1., 0.]) / np.sqrt(2)]


def rep_e(R):
    return np.array([[np.trace(a @ R @ b @ R.T) for b in quadratic] for a in quadratic])


def rep_t1(R):
    return np.linalg.det(R) * R


irreps = {'A1': lambda R: np.eye(1), 'A2': lambda R: np.linalg.det(R) * np.eye(1),
          'E': rep_e, 'T1': rep_t1, 'T2': lambda R: R}


def reduce_character(chi):
    return {n: int(round(np.mean([chi(R) * np.trace(D(R)) for R in group])))
            for n, D in irreps.items()}


corners = np.array([[1, 1, 1], [-1, -1, 1], [-1, 1, -1], [1, -1, -1]], float)


def chi_ligand_p(R):
    fixed = sum(np.allclose(R @ r, r) for r in corners)
    return fixed * np.trace(R)


product = reduce_character(lambda R: np.trace(rep_t1(R)) * np.trace(rep_e(R)))
ligand = reduce_character(chi_ligand_p)
assert product == {'A1': 0, 'A2': 0, 'E': 0, 'T1': 1, 'T2': 1}
assert ligand == {'A1': 1, 'A2': 0, 'E': 1, 'T1': 1, 'T2': 2}

# theta_k and eps_k for k = x, y, z, expanded in (theta, eps)
s3 = np.sqrt(3) / 2
theta_k = np.array([[-.5, s3], [-.5, -s3], [1, 0]])
eps_k = np.array([[-s3, -.5], [s3, -.5], [0, 1]])
V1 = np.array([np.kron(np.eye(3)[k], theta_k[k]) for k in range(3)]).T
V2 = np.array([np.kron(np.eye(3)[k], eps_k[k]) for k in range(3)]).T
for R in group:
    big = np.kron(rep_t1(R), rep_e(R))
    assert np.allclose(big @ V1, V1 @ rep_t1(R))
    assert np.allclose(big @ V2, V2 @ R)

# ---------- electronic structure ----------
bond_angstrom = 2.17
bond = bond_angstrom * 1e-10 / A0


def run_scf(q, dm0=None):
    """q: displacement (bohr) along the normalized e bend of theta type."""
    cl = corners * bond / np.sqrt(3) + q * corners * np.array([-1, -1, 2]) / np.sqrt(24)
    atoms = [['Ti', (0., 0., 0.)]] + [['Cl', tuple(r)] for r in cl]
    mol = gto.M(atom=atoms, unit='Bohr', basis='def2-svp', verbose=0)
    mf = dft.RKS(mol, xc='pbe0').density_fit()
    mf.grids.atom_grid = (50, 194)
    mf.conv_tol = 1e-9
    mf.kernel(dm0)
    assert mf.converged
    return mf


def excitation_terms(mf, Co, Cv):
    """K, c*J, singlet and triplet kernel matrices over pairs (i,a), and dipoles."""
    mol, ni = mf.mol, mf._numint
    L = lib.unpack_tril(np.vstack([b.copy() for b in mf.with_df.loop()]))
    half_o, half_v = L @ Co, L @ Cv
    Lov = np.matmul(Co.T, half_v)
    Loo, Lvv = np.matmul(Co.T, half_o), np.matmul(Cv.T, half_v)
    no, nv = Co.shape[1], Cv.shape[1]
    n = no * nv
    Lov = Lov.reshape(len(L), n)
    K = Lov.T @ Lov
    J = (Loo.reshape(len(L), -1).T @ Lvv.reshape(len(L), -1)).reshape(no, no, nv, nv)
    J = J.transpose(0, 2, 1, 3).reshape(n, n) * ni.hybrid_coeff(mf.xc)
    Fs, Ft = np.zeros((n, n)), np.zeros((n, n))
    C_all = mf.mo_coeff[:, mf.mo_occ > 0]
    for start in range(0, len(mf.grids.weights), 5000):
        w = mf.grids.weights[start:start + 5000]
        ao = ni.eval_ao(mol, mf.grids.coords[start:start + 5000], deriv=1)
        ao = np.ascontiguousarray(ao)
        po, o, v = ao @ C_all, ao @ Co, ao @ Cv
        rho = 2 * np.einsum('gi,xgi->xg', po[0], po)
        rho[1:] *= 2
        fxc = ni.eval_xc_eff(mf.xc, np.stack([rho / 2, rho / 2]), deriv=2, xctype='GGA')[2]
        pair = np.einsum('gi,xga->xgia', o[0], v)
        pair[1:] += np.einsum('xgi,ga->xgia', o[1:], v[0])
        pair = pair.reshape(4, len(w), n)
        flat = pair.reshape(-1, n)
        for sign, F in ((1, Fs), (-1, Ft)):
            kernel = (fxc[0, :, 0] + sign * fxc[0, :, 1]) * w
            F += flat.T @ np.einsum('xyg,ygp->xgp', kernel, pair).reshape(-1, n)
    dip = np.einsum('xpq,pi,qa->xia', mol.intor('int1e_r'), Co, Cv, optimize=True)
    return K, J, Fs, Ft, dip.reshape(3, n)


def gaps(eo, ev):
    return (ev[None, :] - eo[:, None]).ravel()


def spectrum(A, dip):
    w, X = np.linalg.eigh(A)
    return w, 2 / 3 * w * np.sum((np.sqrt(2) * dip @ X)**2, axis=0), X


mf = run_scf(0.0)
mol, C, e = mf.mol, mf.mo_coeff, mf.mo_energy
nocc = int(np.sum(mf.mo_occ > 0))
hole, part = slice(nocc - 3, nocc), slice(nocc, nocc + 2)
assert np.ptp(e[hole]) < 1e-5 and np.ptp(e[part]) < 1e-5

# identify the shells by overlap with symmetry templates, and align their partners
S = mol.intor('int1e_ovlp')
T_hole, T_part = np.zeros((mol.nao, 3)), np.zeros((mol.nao, 2))
for n, (atom, _, shell, comp) in enumerate(mol.ao_labels(fmt=None)):
    if atom > 0 and shell == '3p':
        for k in range(3):
            T_hole[n, k] = np.cross(np.eye(3)[k], corners[atom - 1])['xyz'.index(comp)]
    if atom == 0 and shell == '3d' and comp in ('z^2', 'x2-y2'):
        T_part[n, ('z^2', 'x2-y2').index(comp)] = 1
T_hole /= np.sqrt(8)


def align(template, orbitals):
    M = template.T @ S @ orbitals
    size = np.sqrt(np.trace(M @ M.T) / len(M))
    assert size > 0.2 and np.allclose(M @ M.T / size**2, np.eye(len(M)), atol=1e-4)
    return orbitals @ M.T / size


Ct, Ce = align(T_hole, C[:, hole]), align(T_part, C[:, part])

# untouched orbitals: matrix checked against the library's linear response
K, J, Fs, Ft, dip = excitation_terms(mf, C[:, hole], C[:, part])
gap_raw = np.diag(gaps(e[hole], e[part]))
A_s, A_t = gap_raw - J + 2 * K + Fs, gap_raw - J + Ft
for singlet, A in ((True, A_s), (False, A_t)):
    td = tdscf.TDA(mf)
    td.singlet = singlet
    vind = td.gen_vind(mf)[0]
    z = np.zeros((nocc, mol.nao - nocc))
    z[nocc - 1, 0] = 1
    out = np.asarray(vind(z.reshape(1, -1))).reshape(z.shape)[-3:, :2].ravel()
    assert np.allclose(out, A[:, 4], atol=1e-5)
w_s, f_s, _ = spectrum(A_s, dip)
w_t = np.linalg.eigvalsh(A_t)

# aligned orbitals: closed expressions from single diagonal elements
K, J, Fs, Ft, dip_al = excitation_terms(mf, Ct, Ce)
gap = e[part].mean() - e[hole].mean()
iT1, iT2 = 4, 5                       # pairs (z,theta) and (z,eps)
E_s = [gap - J[i, i] + 2 * K[i, i] + Fs[i, i] for i in (iT1, iT2)]
E_t = [gap - J[i, i] + Ft[i, i] for i in (iT1, iT2)]
assert np.allclose(np.sort(np.repeat(E_s, 3)), w_s, atol=2e-5)
assert np.allclose(np.sort(np.repeat(E_t, 3)), w_t, atol=2e-5)
d = dip_al[2, iT2]
assert abs(d) > 1e-3 and np.allclose(dip_al, d * V2.T, atol=1e-4)
f_T2 = 4 * E_s[1] * d**2
near_T1 = np.abs(w_s - E_s[0]) < np.abs(w_s - E_s[1])
assert near_T1.sum() == 3 and f_s[near_T1].max() < 1e-7
assert np.isclose(f_s[~near_T1].sum(), f_T2, rtol=1e-3)

# ---------- mixing with other configurations ----------
ev = e[nocc:]
nvir = 20
while ev[nvir] - ev[nvir - 1] < 1e-3:
    nvir += 1
o12, vn = slice(nocc - 12, nocc), slice(nocc, nocc + nvir)
Kb, Jb, Fsb, _, dipb = excitation_terms(mf, C[:, o12], C[:, vn])
wb, fb, Xb = spectrum(np.diag(gaps(e[o12], e[vn])) - Jb + 2 * Kb + Fsb, dipb)
weight = np.sum(Xb.reshape(12, nvir, -1)[-3:, :2]**2, axis=(0, 1))
six = np.argsort(-weight)[:6]
six = six[np.argsort(fb[six])]
dark, bright = six[:3], six[3:]
assert np.ptp(wb[dark]) < 2e-5 and np.ptp(wb[bright]) < 2e-5
assert fb[dark].max() < 1e-7 and fb[bright].min() > 1e-5

# ---------- e bend: intensity borrowing and thermal amplitude ----------
q = 0.30
temperature = 298.0
mq = run_scf(q, mf.make_rdm1())
k_bend = 2 * (mq.e_tot - mf.e_tot) / q**2
assert k_bend > 0
mass = elements.MASSES[17] * sc.atomic_mass / sc.m_e
omega = np.sqrt(k_bend / mass)
kT = sc.k * temperature / EH
q_rms = np.sqrt(2 * 1 / (2 * mass * omega) / np.tanh(omega / (2 * kT)))
Kq, Jq, Fq, _, dq = excitation_terms(mq, mq.mo_coeff[:, hole], mq.mo_coeff[:, part])
Aq = np.diag(gaps(mq.mo_energy[hole], mq.mo_energy[part])) - Jq + 2 * Kq + Fq
wq, fq, _ = spectrum(Aq, dq)
fq_sorted = np.sort(fq)
assert fq_sorted[0] < 1e-7 and fq_sorted[1] > 1e-6
borrowed = fq_sorted[:3].sum() / fq.sum()

# ---------- spin-orbit coupling in the 24-state space, bare nuclear charges ----------
a = 0.7
atom = gto.M(atom='H', basis={'H': [[1, [a, 1.0]]]}, spin=1, verbose=0)
W_atom = atom.intor('int1e_pnucxp')[2][0, 1]
r3 = (quad(lambda r: r * np.exp(-2 * a * r * r), 0, 12)[0]
      / quad(lambda r: r**4 * np.exp(-2 * a * r * r), 0, 12)[0])
assert np.isclose(abs(W_atom), r3, rtol=1e-6)
W = -np.sign(W_atom) * mol.intor('int1e_pnucxp')   # sign fixed by l.s of a p shell
levi = np.zeros((3, 3, 3))
for i, j, k in itertools.permutations(range(3)):
    levi[i, j, k] = np.linalg.det(np.eye(3)[[i, j, k]])
W_t = np.array([Ct.T @ x @ Ct for x in W])
W_e = np.array([Ce.T @ x @ Ce for x in W])
w_so = W_t[2][0, 1]
assert np.allclose(W_t, w_so * levi, atol=1e-3 * abs(w_so))
assert np.abs(W_e).max() < 1e-3 * abs(w_so)
so_constant = w_so * ALPHA**2 / 2
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin0 = np.array([1, 0, 0, 1.])


def all_states(coupling):
    P = np.outer(spin0, spin0) / 2
    Hs = E_s[0] * V1 @ V1.T + E_s[1] * V2 @ V2.T
    Ht = E_t[0] * V1 @ V1.T + E_t[1] * V2 @ V2.T
    H = np.kron(Hs, P) + np.kron(Ht, np.eye(4) - P)
    h = np.einsum('kji,kts->jtis', 1j * coupling * levi, pauli / 2)
    H = H - np.einsum('jtis,ab,uv->iasujbtv', h, np.eye(2), np.eye(2)).reshape(24, 24)
    assert np.allclose(H, H.conj().T)
    w, X = np.linalg.eigh(H)
    mu = np.array([np.kron(d * V2[:, k], spin0) for k in range(3)])
    return w, 2 / 3 * w * np.sum(np.abs(mu @ X)**2, axis=0)


_, f_free = all_states(0.0)
_, f_so = all_states(so_constant)
n_free, n_so = int(np.sum(f_free > 1e-10)), int(np.sum(f_so > 1e-10))
assert n_free == 3 and n_so == 9
assert np.isclose(f_free.sum(), f_T2, rtol=1e-8)
leak = 1 - np.sort(f_so)[-3:].sum() / f_so.sum()

# ---------- vapour absorbance ----------
g = 0.05


def line(x):
    return g * x * x / ((1 - x * x)**2 + g * g * x * x)


area = quad(line, 0, 2, points=[1], limit=200)[0] + quad(line, 2, np.inf)[0]
S_classical = area * sc.e**2 * sc.hbar / (sc.epsilon_0 * sc.m_e * sc.c)
S_unit = 2 * np.pi**2 * ALPHA * A0**2 * EH
assert np.isclose(S_classical, S_unit, rtol=1e-5)
S_cm2eV = S_unit / sc.e * 1e4
f_big, width = fb[bright].sum(), 0.5
peak = S_cm2eV * f_big * 2 * np.sqrt(np.log(2) / np.pi) / width
band = quad(lambda x: peak * 1e17 * np.exp(-4 * np.log(2) * (x / width)**2), -3, 3)[0]
assert np.isclose(band, S_cm2eV * f_big * 1e17, rtol=1e-6)
density = sc.torr / (sc.k * temperature) * 1e-6
path = 10.0
absorbance = peak * density * path / np.log(10)

# ---------- output ----------
print('t1 x e reduces to:', {k: v for k, v in product.items() if v})
print('Cl 3p functions reduce to:', {k: v for k, v in ligand.items() if v})
print(f'Ti-Cl length (rough input): {bond_angstrom:.2f} angstrom')
print(f'basis functions: {mol.nao}, occupied orbitals: {nocc}')
print(f't1 orbital energy: {e[hole].mean()*EV:.3f} eV')
print(f'e orbital energy: {e[part].mean()*EV:.3f} eV')
print(f'orbital gap: {gap*EV:.3f} eV')
print(f'exact-exchange fraction c: {mf._numint.hybrid_coeff(mf.xc):.2f}')
for name, i, n in (('T1', iT1, 0), ('T2', iT2, 1)):
    print(f'{name}: c*J = {J[i,i]*EV:.4f} eV, 2K = {2*K[i,i]*EV:.4f} eV')
    print(f'{name}: kernel singlet {Fs[i,i]*EV:.4f} eV, triplet {Ft[i,i]*EV:.4f} eV')
    print(f'singlet {name}: {E_s[n]*EV:.3f} eV = {to_nm(E_s[n]):.1f} nm')
    print(f'triplet {name}: {E_t[n]*EV:.3f} eV = {to_nm(E_t[n]):.1f} nm')
print(f'|d| = |<t1z|z|eps>|: {abs(d):.4f} a.u.')
print(f'one configuration, singlet T2 total f: {f_T2:.5f}')
print(f'one configuration, singlet T1 total f: {f_s[near_T1].sum():.1e}')
print(f'larger space: 12 occupied x {nvir} virtual orbitals')
for name, idx in (('T1', dark), ('T2', bright)):
    E = wb[idx].mean()
    print(f'larger space singlet {name}: {E*EV:.3f} eV = {to_nm(E):.1f} nm')
    print(f'  total f {fb[idx].sum():.2e}, t1->e weight {weight[idx].mean():.3f}')
print(f'e-bend test displacement: {q:.2f} bohr')
print(f'e-bend energy rise: {(mq.e_tot-mf.e_tot)*EV*1000:.2f} meV')
print(f'e-bend wavenumber: {omega*EH/(sc.h*sc.c)/100:.0f} cm^-1')
print(f'rms e-bend displacement, both partners, {temperature:.0f} K: {q_rms:.3f} bohr')
print('bent molecule, singlet energies (eV):', ' '.join(f'{x*EV:.3f}' for x in wq))
print('bent molecule, f:', ' '.join(f'{x:.1e}' for x in fq))
print(f'share of f in the three weakest states when bent: {100*borrowed:.2f} %')
print(f't1 spin-orbit constant (bare nuclei): {abs(so_constant)*EV*1000:.2f} meV')
print(f'states with f > 0 of 24: {n_free} without, {n_so} with spin-orbit')
print(f'share of f outside the three brightest, spin-orbit: {100*leak:.3f} %')
print(f'integrated cross-section per unit f: {S_cm2eV:.4e} cm2 eV')
print(f'assumed band width (FWHM): {width:.2f} eV')
print(f'peak cross-section of singlet T2 band: {peak:.2e} cm2')
print(f'number density at 1 Torr, {temperature:.0f} K: {density:.3e} cm^-3')
print(f'decadic absorbance, 1 Torr, {path:.0f} cm: {absorbance:.3f}')
print('OK')
```

Output:

```
t1 x e reduces to: {'T1': 1, 'T2': 1}
Cl 3p functions reduce to: {'A1': 1, 'E': 1, 'T1': 1, 'T2': 2}
Ti-Cl length (rough input): 2.17 angstrom
basis functions: 103, occupied orbitals: 45
t1 orbital energy: -9.547 eV
e orbital energy: -3.872 eV
orbital gap: 5.675 eV
exact-exchange fraction c: 0.25
T1: c*J = 1.5686 eV, 2K = 0.0829 eV
T1: kernel singlet -0.0311 eV, triplet -0.0285 eV
singlet T1: 4.159 eV = 298.1 nm
triplet T1: 4.078 eV = 304.0 nm
T2: c*J = 1.5958 eV, 2K = 0.9867 eV
T2: kernel singlet -0.0902 eV, triplet -0.0736 eV
singlet T2: 4.976 eV = 249.2 nm
triplet T2: 4.006 eV = 309.5 nm
|d| = |<t1z|z|eps>|: 1.0409 a.u.
one configuration, singlet T2 total f: 0.79254
one configuration, singlet T1 total f: 1.6e-23
larger space: 12 occupied x 22 virtual orbitals
larger space singlet T1: 4.149 eV = 298.8 nm
  total f 1.09e-23, t1->e weight 0.994
larger space singlet T2: 4.399 eV = 281.9 nm
  total f 3.84e-02, t1->e weight 0.843
e-bend test displacement: 0.30 bohr
e-bend energy rise: 23.94 meV
e-bend wavenumber: 121 cm^-1
rms e-bend displacement, both partners, 298 K: 0.315 bohr
bent molecule, singlet energies (eV): 4.103 4.103 4.194 4.944 4.944 4.964
bent molecule, f: 8.7e-05 8.7e-05 4.5e-23 2.5e-01 2.5e-01 2.9e-01
share of f in the three weakest states when bent: 0.02 %
t1 spin-orbit constant (bare nuclei): 43.10 meV
states with f > 0 of 24: 3 without, 9 with spin-orbit
share of f outside the three brightest, spin-orbit: 0.095 %
integrated cross-section per unit f: 1.0976e-16 cm2 eV
assumed band width (FWHM): 0.50 eV
peak cross-section of singlet T2 band: 7.92e-18 cm2
number density at 1 Torr, 298 K: 3.240e+16 cm^-3
decadic absorbance, 1 Torr, 10 cm: 1.114
OK
```
